# Vortex Nernst signal from thermal force and viscous drag: a numerical check

```python
"""
Vortex Nernst effect: E_y / (-dT/dx) = rho_ff * S_phi / Phi0 at zero current.
rho_ff : ohmic flux-flow resistivity along the Nernst field (ohm m)
S_phi  : transport entropy per unit vortex length (J/(K m))
Phi0   : flux quantum h/2e;  B : field along +z;  n = B/Phi0 : vortex density
eta    : viscous drag per unit vortex length (N s/m^2)
Tests: phase slips of a moving vortex array, many-vortex dynamics with Hall
force and anisotropic drag, heat bookkeeping in a hopping model, and pinning.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import h, hbar, e, k, mu_0, pi

PHI0 = h / (2 * e)


# ---- Test 1: electric field from the phase difference between two contacts
def phase_slip_field(spacing_x, spacing_y, speed, rows_between):
    """Field along +y when vortices with flux along +z move along +x."""
    rng = np.random.default_rng(3)
    row_index = np.arange(-4, rows_between + 4)
    row_y = (row_index + 0.5) * spacing_y
    row_x = rng.random(row_index.size) * spacing_x
    width = rows_between * spacing_y
    shifts = np.linspace(0, spacing_x, 2001)

    def angle_change(contact_y):
        total = 0.0
        for x0, y0 in zip(row_x, row_y):
            z = (0.13 * spacing_x - x0 - shifts) + 1j * (contact_y - y0)
            angle = np.unwrap(np.angle(np.sin(pi * z / spacing_x)))
            total += angle[-1] - angle[0]
        return total

    duration = spacing_x / speed
    slip = angle_change(width) - angle_change(0.0)
    # For either sign of pair charge: V = -(hbar/2e) d(winding angle)/dt.
    voltage_top_minus_bottom = -(hbar / (2 * e)) * slip / duration
    return -voltage_top_minus_bottom / width


ax, ay, test_speed = 25e-9, 20e-9, 1e-4
field_slip = phase_slip_field(ax, ay, test_speed, 8)
field_motion = PHI0 / (ax * ay) * test_speed
slip_ratio = field_slip / field_motion
assert abs(slip_ratio - 1) < 1e-8


# ---- Test 2: interacting vortices, dimensionless units with Phi0 = 1
N_VORTEX = 40   # unit periodic box, so n = B = N_VORTEX


def mean_velocity(drag_matrix, drive, seed):
    rng = np.random.default_rng(seed)
    pos = rng.random((N_VORTEX, 2))
    start = pos.copy()
    mobility = np.linalg.inv(drag_matrix)
    dt, steps = 1e-3, 400
    for _ in range(steps):
        delta = pos[:, None, :] - pos[None, :, :]
        repulsion = 0.2 * np.sin(2 * pi * delta).sum(axis=1)
        pos = pos + dt * (repulsion + drive) @ mobility.T
    return (pos - start).mean(axis=0) / (dt * steps)


def electric_field(velocity):
    return N_VORTEX * np.array([-velocity[1], velocity[0]])


entropy, temperature, grad_down, current_y = 0.7, 1.3, 0.4, 0.9
thermal_drive = np.array([entropy * grad_down, 0.0])
current_drive = np.array([current_y, 0.0])    # J_y y-hat cross z-hat
drag_cases = {
    "isotropic": np.array([[2.0, 0.0], [0.0, 2.0]]),
    "Hall": np.array([[2.0, -0.6], [0.6, 2.0]]),
    "anisotropic": np.array([[2.0, -0.6], [0.6, 3.5]]),
}
rho_yy = {}
worst_nernst = 0.0
for name, drag in drag_cases.items():
    v_current = mean_velocity(drag, current_drive, 11)
    v_thermal = mean_velocity(drag, thermal_drive, 12)
    e_current = electric_field(v_current)
    e_thermal = electric_field(v_thermal)
    rho_yy[name] = e_current[1] / current_y
    rho_xy = e_current[0] / current_y
    nernst = e_thermal[1] / grad_down
    worst_nernst = max(worst_nernst,
                       abs(nernst / (rho_yy[name] * entropy) - 1))
    assert abs(e_thermal[0] / grad_down - rho_xy * entropy) < 1e-8
    # electrical power equals the drag dissipation
    power_drag = N_VORTEX * v_current @ drag @ v_current
    assert abs(current_y * e_current[1] / power_drag - 1) < 1e-8
    # heat carried by current-driven vortices against the Nernst signal
    heat_flux = N_VORTEX * temperature * entropy * v_current[0]
    assert abs(heat_flux / (temperature * nernst * current_y) - 1) < 1e-8
assert worst_nernst < 1e-8
assert abs(rho_yy["isotropic"] / (N_VORTEX / 2.0) - 1) < 1e-8
hall_ratio = rho_yy["isotropic"] / rho_yy["Hall"]
assert abs(hall_ratio - (1 + 0.3**2)) < 1e-8


# ---- Test 3: thermal force from activated hops between local heat baths
def hop_rates(force, t_left, t_right, barrier):
    """Unit hop length and k_B = 1; the barrier top lies midway."""
    forward = np.exp(-(barrier - force / 2) / t_left)
    backward = np.exp(-(barrier + force / 2) / t_right)
    return forward, backward


barrier, t_mean, small = 4.0, 1.0, 1e-4
fwd, bwd = hop_rates(small, t_mean, t_mean, barrier)
hop_mobility = (fwd - bwd) / small
heat_rate = (fwd - bwd) * barrier             # mean heat taken and released
hop_entropy = heat_rate / (fwd - bwd) / t_mean
t_l, t_r = t_mean + small / 2, t_mean - small / 2
fwd, bwd = hop_rates(0.0, t_l, t_r, barrier)
thermal_force = (fwd - bwd) / hop_mobility
hop_ratio = thermal_force / (hop_entropy * small)
assert abs(hop_ratio - 1) < 1e-5              # positive: toward the cold side
force = 3 * small
fwd, bwd = hop_rates(force, t_l, t_r, barrier)
entropy_rate = (fwd * (-(barrier - force / 2) / t_l
                       + (barrier + force / 2) / t_r)
                + bwd * ((barrier - force / 2) / t_l
                         - (barrier + force / 2) / t_r))
flux_times_force = (fwd - bwd) * (force + hop_entropy * small) / t_mean
assert abs(entropy_rate / flux_times_force - 1) < 1e-5


# ---- Test 4: sinusoidal pinning force, unit drag and unit amplitude
def pinned_speed(drive):
    t_end = 600.0
    sol = solve_ivp(lambda t, x: drive - np.sin(x), (0, t_end), [0.0],
                    rtol=1e-8, atol=1e-9)
    assert sol.success
    return sol.y[0, -1] / t_end


speed_above, speed_below = pinned_speed(1.5), pinned_speed(0.8)
# One unfinished period changes the average by at most 2 pi / 600.
assert abs(speed_above - np.sqrt(1.5**2 - 1)) < 2 * pi / 600
assert abs(speed_below) < 2 * pi / 600

# ---- Worked example: rough typical cuprate film in the vortex liquid
T, Tc, B = 85.0, 92.0, 4.0
rho_ff, S_phi = 2.0e-7, 1.0e-14
gradient, contact_gap, length = 500.0, 2e-3, 1e-3
kappa, J_test = 5.0, 1e6
eta = PHI0 * B / rho_ff
force_line = S_phi * gradient
v = force_line / eta
E = B * v
e_N = rho_ff * S_phi / PHI0
assert abs(E / gradient / e_N - 1) < 1e-12
voltage = E * contact_gap
J_eq = S_phi * gradient / PHI0
ettingshausen = T * e_N * J_test / kappa

# Sizes of neglected effects
fermi_energy, tan_hall = 0.3 * e, 0.01
quasi_nernst = pi**2 / 3 * (k / e) * (k * T / fermi_energy) * tan_hall
J_c_weak = 1e6
threshold_gradient = J_c_weak * PHI0 / S_phi
vortex_heat_share = T * (S_phi / PHI0) * e_N / kappa
lam, xi, xi_c = 350e-9, 5e-9, 0.7e-9
B_c = PHI0 / (2 * np.sqrt(2) * pi * lam * xi)
condensation = B_c**2 / (2 * mu_0) * xi**2 * xi_c

print("TESTS")
print(f"phase-slip field / (B v): {slip_ratio:.8f}")
print(f"largest Nernst error, 3 drag laws: {worst_nernst:.1e}")
print(f"(Phi0 B/eta)/rho_yy at tan(Hall)=0.3: {hall_ratio:.4f}")
print(f"hopping thermal force / (S |grad T|): {hop_ratio:.7f}")
print(f"pinned speed, drive 1.5 f_p: {speed_above:.3f} f_p/eta")
print(f"square-root law, drive 1.5 f_p: {np.sqrt(1.25):.3f} f_p/eta")
print(f"pinned speed, drive 0.8 f_p: {speed_below:.3f} f_p/eta")
print("INPUTS (rough typical values)")
print(f"temperature: {T:.0f} K;  Tc: {Tc:.0f} K")
print(f"magnetic field: {B:.1f} T")
print(f"flux-flow resistivity: {rho_ff*1e8:.1f} microohm cm")
print(f"transport entropy: {S_phi:.1e} J/(K m)")
print(f"temperature gradient: {gradient/1e3:.2f} K/mm")
print(f"contact gap: {contact_gap*1e3:.1f} mm")
print(f"sample length along gradient: {length*1e3:.1f} mm")
print(f"thermal conductivity: {kappa:.1f} W/(K m)")
print("RESULTS")
print(f"flux quantum: {PHI0:.4e} Wb")
print(f"vortex density: {B/PHI0:.3e} 1/m^2")
print(f"drag coefficient: {eta:.3e} N s/m^2")
print(f"thermal force per length: {force_line:.2e} N/m")
print(f"vortex velocity: {v*1e3:.4f} mm/s")
print(f"Nernst field: {E*1e6:.1f} microV/m")
print(f"Nernst signal: {e_N*1e6:.3f} microV/K = {e_N:.3e} V/K")
print(f"Nernst voltage: {voltage*1e6:.3f} microV")
print(f"vortices crossing contact line: {voltage/PHI0:.3e} 1/s")
print(f"S_phi/Phi0: {S_phi/PHI0:.3f} A/(K m)")
print(f"equivalent current density: {J_eq/1e4:.3f} A/cm^2")
print(f"test current for Ettingshausen: {J_test/1e4:.0f} A/cm^2")
print(f"heat flux at test current: {T*e_N*J_test:.1f} W/m^2")
print(f"Ettingshausen gradient: {ettingshausen/1e3:.4f} K/mm")
print("NEGLECTED EFFECTS (estimates)")
print(f"Fermi energy assumed: {fermi_energy/e:.1f} eV")
print(f"tangent of Hall angle assumed: {tan_hall:.2f}")
print(f"quasiparticle Nernst scale: {quasi_nernst*1e6:.3f} microV/K")
print(f"its share of vortex signal: {100*quasi_nernst/e_N:.1f} %")
print(f"Hall correction tan^2: {tan_hall**2:.1e}")
print(f"vortex heat / conducted heat: {vortex_heat_share:.1e}")
print(f"temperature drop in sample: {gradient*length:.2f} K")
print(f"drop / (Tc - T): {100*gradient*length/(Tc-T):.1f} %")
print(f"weak critical current assumed: {J_c_weak/1e4:.0f} A/cm^2")
print(f"pinning threshold gradient: {threshold_gradient/1e3:.0f} K/mm")
print(f"penetration depth assumed: {lam*1e9:.0f} nm")
print(f"coherence lengths assumed: {xi*1e9:.1f}, {xi_c*1e9:.1f} nm")
print(f"thermodynamic critical field: {B_c:.3f} T")
print(f"condensation energy in xi^2 xi_c: {condensation/e*1e3:.2f} meV")
print(f"thermal energy kT: {k*T/e*1e3:.2f} meV")
print(f"kT / condensation energy: {k*T/condensation:.1f}")
print("success")
```

It prints:

```
TESTS
phase-slip field / (B v): 1.00000000
largest Nernst error, 3 drag laws: 1.3e-15
(Phi0 B/eta)/rho_yy at tan(Hall)=0.3: 1.0900
hopping thermal force / (S |grad T|): 1.0000000
pinned speed, drive 1.5 f_p: 1.116 f_p/eta
square-root law, drive 1.5 f_p: 1.118 f_p/eta
pinned speed, drive 0.8 f_p: 0.002 f_p/eta
INPUTS (rough typical values)
temperature: 85 K;  Tc: 92 K
magnetic field: 4.0 T
flux-flow resistivity: 20.0 microohm cm
transport entropy: 1.0e-14 J/(K m)
temperature gradient: 0.50 K/mm
contact gap: 2.0 mm
sample length along gradient: 1.0 mm
thermal conductivity: 5.0 W/(K m)
RESULTS
flux quantum: 2.0678e-15 Wb
vortex density: 1.934e+15 1/m^2
drag coefficient: 4.136e-08 N s/m^2
thermal force per length: 5.00e-12 N/m
vortex velocity: 0.1209 mm/s
Nernst field: 483.6 microV/m
Nernst signal: 0.967 microV/K = 9.672e-07 V/K
Nernst voltage: 0.967 microV
vortices crossing contact line: 4.677e+08 1/s
S_phi/Phi0: 4.836 A/(K m)
equivalent current density: 0.242 A/cm^2
test current for Ettingshausen: 100 A/cm^2
heat flux at test current: 82.2 W/m^2
Ettingshausen gradient: 0.0164 K/mm
NEGLECTED EFFECTS (estimates)
Fermi energy assumed: 0.3 eV
tangent of Hall angle assumed: 0.01
quasiparticle Nernst scale: 0.069 microV/K
its share of vortex signal: 7.2 %
Hall correction tan^2: 1.0e-04
vortex heat / conducted heat: 8.0e-05
temperature drop in sample: 0.50 K
drop / (Tc - T): 7.1 %
weak critical current assumed: 100 A/cm^2
pinning threshold gradient: 207 K/mm
penetration depth assumed: 350 nm
coherence lengths assumed: 5.0, 0.7 nm
thermodynamic critical field: 0.133 T
condensation energy in xi^2 xi_c: 0.77 meV
thermal energy kT: 7.32 meV
kT / condensation energy: 9.5
success
```
